# The localized orbital scaling correction to exchange-only LSDA for stretched H$_2^+$: a program that tests the result

```python
# Localized orbital scaling correction (LOSC), atomic units, one spin channel, real orbitals.
# dE = 1/2 sum_ij kappa_ij lam_ij (delta_ij - lam_ij), lam_ij = sum_m n_m U_im U_jm,
# kappa_ij = J_ij - (2 tau Cx/3) X_ij, J_ij = (ii|jj), X_ij = int rho_i^(2/3) rho_j^(2/3),
# d eps_m = sum_i kappa_ii (1/2-lam_ii) U_im^2 - sum_{i!=j} kappa_ij lam_ij U_im U_jm,
# psi_m = sum_i U_im phi_i; orbitalets phi minimise sum_i [var(r) + W var(h)] in {sigma_g, sigma_u}.
# Tested: stretched H2+ gives E -> 2 E_LOSC(H^{+1/2}) + O(R^-4) and same-spin gap -> 1/R.
# Parent functional: exchange-only LSDA, Ex = -Cx int rho^(4/3); basis cc-pVTZ.
import numpy as np, sympy as sp
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc
from pyscf import gto, dft
from pyscf.dft import libxc

EV = pc['Hartree energy in eV'][0]
CX = 0.75*(6/np.pi)**(1/3)
W = 1000.0
def show(label, x, unit='Eh', f='.6f', ev=False):
    print(f"{label} = {x:{f}} {unit}" + (f" = {x*EV:.3f} eV" if ev else ""))

n, t = sp.symbols('n t', positive=True)
rem = n - n**sp.Rational(4, 3) - t*n*(1-n)/3
TAU = float(sp.solve(rem.subs(n, sp.Rational(1, 2)), t)[0])
assert abs(TAU - 6*(1-2**(-1/3))) < 1e-12
assert sp.solve(sp.diff(rem, n).subs(n, 1), t)[0] == 1
ra, rb = np.array([0.3, 0.02]), np.array([0.1, 0.5])
exc = libxc.eval_xc('lda,', (ra, rb), spin=1, deriv=1)[0]
assert np.allclose(exc*(ra+rb), -CX*(ra**(4/3)+rb**(4/3)), atol=1e-10)

def delta_E(k, lam):
    return 0.5*np.sum(k*lam*(np.eye(len(k))-lam))
def shift(k, lam, U, m):
    N = range(len(k))
    return (sum(k[i, i]*(0.5-lam[i, i])*U[i, m]**2 for i in N)
            - sum(k[i, j]*lam[i, j]*U[i, m]*U[j, m] for i in N for j in N if i != j))

rng = np.random.default_rng(1)
U = np.linalg.qr(rng.normal(size=(5, 5)))[0]
k = rng.uniform(size=(5, 5)); k = k + k.T
occ = rng.uniform(size=5)
for m in range(5):
    e = 1e-4*np.eye(5)[m]
    fd = (delta_E(k, U*(occ+e) @ U.T) - delta_E(k, U*(occ-e) @ U.T))/2e-4
    assert abs(fd - shift(k, U*occ @ U.T, U, m)) < 1e-8
pair = lambda lam: 0.25*np.sum(lam**2*(np.diag(k)[:, None]+np.diag(k)[None, :]-2*k))
idem = U*np.array([1., 1, 0, 0, 0]) @ U.T
assert abs(delta_E(k, idem) - pair(idem)) < 1e-12
assert abs(delta_E(k, U*occ @ U.T) - pair(U*occ @ U.T)) > 1e-3
assert abs(delta_E(0.4*np.ones((5, 5)), U*occ @ U.T) - 0.2*np.sum(occ-occ**2)) < 1e-12

# One atomic grid, copied onto each nucleus. For a stretched bond the Becke switching function
# is iterated six times, so each atom's density tail stays on its own (dense) grid.
_g = dft.gen_grid.Grids(gto.M(atom=[('H', (0, 0, 0))], unit='Bohr', basis='cc-pvtz', spin=1, verbose=0))
_g.level = 3; _g.build()
ATOM_XYZ, ATOM_W = np.array(_g.coords), np.array(_g.weights)
def make_grid(R):
    if R is None:
        return ATOM_XYZ, ATOM_W
    A, B = np.array([0, 0, -R/2]), np.array([0, 0, R/2])
    xyz = np.ascontiguousarray(np.vstack([ATOM_XYZ + A, ATOM_XYZ + B]))
    mu = (np.linalg.norm(xyz-A, axis=1) - np.linalg.norm(xyz-B, axis=1))/R
    for _ in range(6 if R >= 15 else 3):
        mu = 1.5*mu - 0.5*mu**3
    side = np.repeat([-1.0, 1.0], len(ATOM_W))
    return xyz, np.tile(ATOM_W, 2)*0.5*(1 + side*mu)

class System:
    def __init__(s, R=None):
        atom = [('H', (0, 0, 0))] if R is None else [('H', (0, 0, -R/2)), ('H', (0, 0, R/2))]
        mol = gto.M(atom=atom, unit='Bohr', basis='cc-pvtz', spin=1,
                    charge=0 if R is None else 1, verbose=0)
        s.S = mol.intor('int1e_ovlp'); s.h = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
        s.eri = mol.intor('int2e'); s.r = mol.intor('int1e_r'); s.r2 = mol.intor('int1e_r2')
        s.N = len(s.S); s.enuc = 0.0 if R is None else 1/R
        xyz, s.w = make_grid(R)
        s.ao = dft.numint.eval_ao(mol, xyz)
        if R is None:
            s.blocks = [np.eye(s.N)]
        else:
            sign = []
            for b in range(mol.nbas//2):
                l = mol.bas_angular(b); sign += [(-1.0)**l]*(mol.bas_nctr(b)*(2*l+1))
            I, P = np.eye(s.N//2), np.diag(sign)
            s.blocks = [np.vstack([I, P])/2**.5, np.vstack([I, -P])/2**.5]
            assert abs(s.blocks[0].T @ s.h @ s.blocks[1]).max() < 1e-9
    def parts(s, D):
        J = np.einsum('ijkl,kl->ij', s.eri, D); K = np.einsum('ikjl,kl->ij', s.eri, D)
        rho = np.clip(np.einsum('pi,pi->p', s.ao @ D, s.ao), 0, None)
        return J, K, rho
    def fock(s, D, hf=False):
        J, K, rho = s.parts(D)
        if hf:
            ex, V = -0.5*np.sum(D*K), -K
        else:
            ex = -CX*s.w @ rho**(4/3)
            V = s.ao.T @ ((-4/3*CX*s.w*rho**(1/3))[:, None]*s.ao)
        return np.sum(D*s.h) + 0.5*np.sum(D*J) + ex + s.enuc, s.h + J + V
    def lowest(s, F):
        eps, C = [], []
        for B in s.blocks:
            e, v = eigh(B.T @ F @ B, B.T @ s.S @ B)
            c = B @ v[:, 0]; eps.append(e[0]); C.append(c*np.sign(c[0]))
        return np.array(eps), np.array(C).T
    def scf(s, occ, hf=False):
        F, Fs, Es = s.h, [], []
        for it in range(100):
            C = s.lowest(F)[1]; D = C*np.array(occ) @ C.T
            E, F = s.fock(D, hf)
            err = F @ D @ s.S - s.S @ D @ F
            if abs(err).max() < 1e-9:
                eps, C = s.lowest(F)
                return dict(E=E, F=F, eps=eps, C=C, occ=np.array(occ, float))
            Fs = (Fs+[F])[-5:]; Es = (Es+[err.ravel()])[-5:]
            B = np.array(Es) @ np.array(Es).T; d = np.sqrt(np.diag(B))
            c = np.linalg.solve(B/np.outer(d, d) + 1e-10*np.eye(len(d)), 1/d)/d
            F = np.tensordot(c/c.sum(), np.array(Fs), 1)
        raise RuntimeError('SCF not converged')
    def JX(s, C):
        dens = np.einsum('pi,qi->ipq', C, C).reshape(C.shape[1], -1)
        J = dens @ s.eri.reshape(s.N**2, -1) @ dens.T
        a = abs(s.ao @ C)**(4/3)
        return J, a.T @ (s.w[:, None]*a)
    def kappa(s, C):
        J, X = s.JX(C)
        return J - 2*TAU*CX/3*X

rot = lambda th: np.array([[np.cos(th), -np.sin(th)], [np.sin(th), np.cos(th)]])
def losc(s, res, theta=None):
    C, F = res['C'], res['F']
    ops = [C.T @ A @ C for A in (*s.r, s.r2, F, F @ np.linalg.solve(s.S, F))]
    def cost(th):
        x, y, z, r2, h, h2 = [np.diag(rot(th).T @ A @ rot(th)) for A in ops]
        return np.sum(r2-x*x-y*y-z*z) + W*np.sum(h2-h*h)
    ths = np.linspace(0, np.pi/2, 181)[:-1]
    Fc = np.array([cost(th) for th in ths])
    d, gap = abs(ops[2][0, 1]), res['eps'][1]-res['eps'][0]
    assert abs(Fc-Fc[0]-np.sin(2*ths)**2*(W*gap**2/2-2*d*d)).max() < 1e-6
    th = ths[np.argmin(Fc)] if theta is None else theta
    phi = C @ rot(th); U = phi.T @ s.S @ C; lam = U*res['occ'] @ U.T; k = s.kappa(phi)
    return dict(th=th, d=d, gap=gap, lam=lam, k=k, phi=phi, dE=delta_E(k, lam),
                de=np.array([shift(k, lam, U, m) for m in range(2)]))

show('Cx', CX, ''); show('tau', TAU, ''); show('W', W, 'bohr^2/Eh^2', '.0f')
# atoms
at = System(); H1, Hh = at.scf([1.0]), at.scf([0.5])
c1, ch = H1['C'], Hh['C']
J1, X1 = [x[0, 0] for x in at.JX(c1)]; k1 = at.kappa(c1)[0, 0]
Jh, Xh = [x[0, 0] for x in at.JX(ch)]; kh = at.kappa(ch)[0, 0]
Efro = lambda q: at.fock(q*c1 @ c1.T)[0] + 0.5*k1*q*(1-q)
assert abs(Efro(0.5) - 0.5*H1['E']) < 1e-9
r25 = Efro(0.25) - 0.25*H1['E']
assert abs(r25 - CX*X1*(0.25-0.25**(4/3)-TAU*0.1875/3)) < 1e-9 and abs(r25) > 1e-4
E1h = at.fock(ch @ ch.T)[0]; Elim = 2*(Hh['E'] + kh/8)
assert abs(Elim - E1h) < 1e-8 and E1h > H1['E'] + 1e-5
ts = (1 - 4/3*2**(-1/3))*CX*Xh
assert abs(Hh['eps'][0] - E1h - ts) < 1e-8
EHx = at.scf([1.0], hf=True)['E']
show('H: E exact in basis', EHx); show('H: E LSDA-x', H1['E']); show('H: eps', H1['eps'][0])
show('H: J', J1); show('H: Cx X', CX*X1); show('H: kappa', k1)
show('H: eps - kappa/2', H1['eps'][0]-k1/2); show('H frozen: remainder at n=1/4', r25)
show('H(1/2): E', Hh['E']); show('H(1/2): eps', Hh['eps'][0])
show('H(1/2): J', Jh); show('H(1/2): Cx X', CX*Xh); show('H(1/2): kappa', kh)
show('H(1/2): eps - E1[phi_1/2]', ts)
show('limit error LSDA-x 2E(1/2)-E(1)', 2*Hh['E']-H1['E'], ev=True)
show('limit error LOSC E1[phi_1/2]-E(1)', Elim-H1['E'], ev=True)

# frozen atomic orbitals in the stretched dimer
R = 20.0; s = System(R)
ab = np.block([[c1, 0*c1], [0*c1, c1]])
assert abs(ab.T @ s.S @ ab - np.eye(2)).max() < 1e-6
Jab, Xab = s.JX(ab); lam = np.array([[0.7, 0.2], [0.2, 0.4]]); dl = np.diag(lam)
D = ab @ lam @ ab.T; Jm, Km, rho = s.parts(D)
assert abs(0.5*np.sum(D*Jm) - 0.5*dl @ Jab @ dl) < 1e-6
assert abs(0.5*np.sum(D*Km) - 0.5*np.sum(lam**2*Jab)) < 1e-6
assert abs(s.w @ rho**(4/3) - dl**(4/3) @ np.diag(Xab)) < 1e-6
for q in (0.25, 0.5):
    v = np.sqrt([q, 1-q]); lam = np.outer(v, v); kk = s.kappa(ab)
    Ed = s.fock(ab @ lam @ ab.T)[0]
    assert abs(Ed + delta_E(kk, lam) - Efro(q) - Efro(1-q)) < 5e-8
    diag_only = Ed + delta_E(np.diag(np.diag(kk)), lam)
    assert abs(diag_only - Efro(q) - Efro(1-q) - q*(1-q)/R) < 5e-8
show('frozen H2+ R=20: E_LOSC - E(H)', Ed+delta_E(kk, lam)-H1['E'], f='.1e')

# self-consistent stretched H2+
res = s.scf([1.0, 0.0]); L = losc(s, res); k = L['k']
assert abs(L['th']-np.pi/4) < 1e-12 and abs(abs(L['lam'])-0.5).max() < 1e-8
assert abs(L['dE']-(k[0, 0]-k[0, 1])/4) < 1e-8 and abs(k[0, 1]-1/R) < 1e-4
assert abs(res['E']-2*Hh['E']-1/(4*R)) < 5/R**4
assert abs(res['eps']-Hh['eps'][0]+1/(2*R)).max() < 1e-4
eL = res['eps'] + L['de']
assert abs(eL[0]-Hh['eps'][0]+1/R) < 1e-4 and abs(eL[1]-Hh['eps'][0]) < 1e-4
X1e, X2e = s.scf([1.0, 0.0], hf=True)['E'], s.scf([1.0, 1.0], hf=True)['E']
gap_ref = X2e + 1/R - 2*X1e
assert abs(eL[1]-eL[0]-gap_ref) < 1e-4 and L['gap'] < 1e-4
Sabs = s.w @ abs(np.prod(s.ao @ L['phi'], axis=1)); assert Sabs < 1e-4
res20 = res['E'] + L['dE'] - Elim
s30 = System(30.0); r30 = s30.scf([1.0, 0.0]); res30 = r30['E'] + losc(s30, r30)['dE'] - Elim
power = np.log(res20/res30)/np.log(1.5)
# isolated half-occupied atom polarised by field 1/(2R^2), n=1 energy taken in twice that field
field, h0 = 1/(2*R**2), at.h
at.h = h0 + field*at.r[2]; cf = at.scf([0.5])['C']; at.h = h0
pred20 = at.fock(cf @ cf.T)[0] + 2*field*(cf.T @ at.r[2] @ cf)[0, 0] - E1h
show('residual R=20', res20, f='.2e'); show('residual R=30', res30, f='.2e')
show('decay power', power, '', '.2f'); show('residual R=20 from atom in field', pred20, f='.2e')
assert abs(res20) < 5/R**4 and 3.6 < power < 4.4
assert abs(res20/pred20 - 1) < 0.05   # neglected field-gradient terms are of relative order R^-2
hh = 2e-3; rp, rm = s.scf([1+hh, 0.0]), s.scf([1-hh, 0.0]); Lp, Lm = losc(s, rp), losc(s, rm)
total = (rp['E']+Lp['dE']-rm['E']-Lm['dE'])/(2*hh); dk = (Lp['k']-Lm['k'])/(2*hh)
assert abs(total - eL[0] - (dk[0, 0]-dk[0, 1])/4) < 2e-5
show('R', R, 'bohr', '.1f'); show('1/R', 1/R); show('|d|', L['d'], 'bohr', '.4f')
show('Delta LSDA-x', L['gap'], f='.1e'); show('theta', L['th'], 'rad', '.4f')
show('lam_aa', L['lam'][0, 0], '', '.4f'); show('|lam_ab|', abs(L['lam'][0, 1]), '', '.4f')
show('kappa_aa', k[0, 0]); show('kappa_ab', k[0, 1]); show('int|a||b|', Sabs, '', '.0e')
show('E LSDA-x', res['E']); show('E - 2E(1/2)', res['E']-2*Hh['E']); show('dE', L['dE'], ev=True)
show('E LOSC', res['E']+L['dE']); show('2E_LOSC(H 1/2)', Elim)
show('eps_g LSDA-x', res['eps'][0]); show('d eps_g', L['de'][0]); show('d eps_u', L['de'][1])
show('eps_g LOSC', eL[0], ev=True); show('eps_u LOSC', eL[1], ev=True)
show('HF E(H2+)', X1e); show('HF E(H2 triplet)', X2e)
show('reference -IP', X1e-1/R, ev=True); show('reference -EA', X2e-X1e, ev=True)
show('gap LOSC', eL[1]-eL[0], ev=True); show('gap reference', gap_ref, ev=True)
show('relaxed dE_LOSC/dn_g', total); show('kappa-relaxation term', (dk[0, 0]-dk[0, 1])/4)

# compact molecule and the switch
def at_R(x, theta=None):
    sy = System(x); return losc(sy, sy.scf([1.0, 0.0]), theta)
L2 = at_R(2.0)
assert L2['th'] == 0 and abs(L2['dE']) < 1e-10
show('R=2: 2|d|', 2*L2['d'], 'bohr', '.4f'); show('R=2: sqrt(W) Delta', W**.5*L2['gap'], 'bohr', '.4f')
show('R=2: dE', abs(L2['dE'])); show('R=2: d eps_g', L2['de'][0])
def balance(x):
    q = at_R(x); return np.log(2*q['d']/(W**.5*q['gap']))
Rs = brentq(balance, 2.5, 6.0, xtol=2e-3)
assert at_R(Rs-0.1)['th'] == 0 and abs(at_R(Rs+0.1)['th']-np.pi/4) < 1e-12
jump = at_R(Rs, np.pi/4)['dE']; assert jump > 1e-3
show('switch R*', Rs, 'bohr', '.2f'); show('jump of dE at R*', jump, f='.4f', ev=True)
print('no test failed')
```

Running it gives:

```
Cx = 0.930526 
tau = 1.237797 
W = 1000 bohr^2/Eh^2
H: E exact in basis = -0.499810 Eh
H: E LSDA-x = -0.456680 Eh
H: eps = -0.245129 Eh
H: J = 0.592863 Eh
H: Cx X = 0.254640 Eh
H: kappa = 0.382735 Eh
H: eps - kappa/2 = -0.436496 Eh
H frozen: remainder at n=1/4 = 0.003857 Eh
H(1/2): E = -0.278961 Eh
H(1/2): eps = -0.467508 Eh
H(1/2): J = 0.661982 Eh
H(1/2): Cx X = 0.283787 Eh
H(1/2): kappa = 0.427801 Eh
H(1/2): eps - E1[phi_1/2] = -0.016536 Eh
limit error LSDA-x 2E(1/2)-E(1) = -0.101242 Eh = -2.755 eV
limit error LOSC E1[phi_1/2]-E(1) = 0.005708 Eh = 0.155 eV
frozen H2+ R=20: E_LOSC - E(H) = -5.3e-10 Eh
residual R=20 = -4.43e-06 Eh
residual R=30 = -8.75e-07 Eh
decay power = 4.00 
residual R=20 from atom in field = -4.43e-06 Eh
R = 20.0 bohr
1/R = 0.050000 Eh
|d| = 9.9977 bohr
Delta LSDA-x = 3.8e-10 Eh
theta = 0.7854 rad
lam_aa = 0.5000 
|lam_ab| = 0.5000 
kappa_aa = 0.427801 Eh
kappa_ab = 0.050012 Eh
int|a||b| = 2e-09 
E LSDA-x = -0.545424 Eh
E - 2E(1/2) = 0.012499 Eh
dE = 0.094447 Eh = 2.570 eV
E LOSC = -0.450977 Eh
2E_LOSC(H 1/2) = -0.450972 Eh
eps_g LSDA-x = -0.492506 Eh
d eps_g = -0.025006 Eh
d eps_u = 0.025006 Eh
eps_g LOSC = -0.517512 Eh = -14.082 eV
eps_u LOSC = -0.467501 Eh = -12.721 eV
HF E(H2+) = -0.499816 Eh
HF E(H2 triplet) = -0.999620 Eh
reference -IP = -0.549816 Eh = -14.961 eV
reference -EA = -0.499804 Eh = -13.600 eV
gap LOSC = 0.050012 Eh = 1.361 eV
gap reference = 0.050012 Eh = 1.361 eV
relaxed dE_LOSC/dn_g = -0.527359 Eh
kappa-relaxation term = -0.009846 Eh
R=2: 2|d| = 2.1743 bohr
R=2: sqrt(W) Delta = 12.8580 bohr
R=2: dE = 0.000000 Eh
R=2: d eps_g = -0.207985 Eh
switch R* = 3.64 bohr
jump of dE at R* = 0.0455 Eh = 1.238 eV
no test failed
```
